# Momentum matrix elements in augmented-plane-wave bases: verification in Python

```python
# Momentum matrix elements in the LAPW + local-orbital basis (atomic units, hbar = m = 1).
# Result under test, with K = k+G (ket), K' = k+G' (bra), n = unit vector from sphere centre tau:
#   <G'|p|G> = K Theta(G-G') - i sum A'* A <l'm'|n|lm> J ,   l' = l+1 or l-1,
#   Jup   = int_0^R u_{l+1} (d/dr - l/r) u_l r^2 dr,
#   Jdown = int_0^R u_{l-1} (d/dr + (l+1)/r) u_l r^2 dr,
#   Theta(q) = (1/Omega) int_interstitial exp(+i q.r) d3r.
# A: sphere coefficients of u_{l,nu}(r) Y_lm, nu = 0: u_l(E1), 1: du_l/dE(E1), 2: u_l(E2).
# Model: simple cubic cell, one sphere, V = -V0 (1 - r^2/R^2)^3 inside, 0 outside.
import numpy as np
import sympy as sp
from math import factorial, pi, sqrt
from numpy.polynomial.legendre import leggauss, legval, legder
from scipy.special import spherical_jn as jn
from scipy.linalg import eigh
from scipy.constants import physical_constants as pc

a0, R, V0 = 6.0, 2.5, 2.0
tau = np.array([0.5, 1.0, 1.5])
Om, b = a0**3, 2*pi/a0
kfrac = np.array([0.30, 0.15, 0.05])
kvec = b*kfrac
LMAX, LLO, RKMAX, KPW, NT = 12, 3, 9.0, 6.5, 70
NS = 3*(LMAX+1)**2
def blk(l): return slice(3*l*l, 3*(l+1)**2)
def lm(l): return slice(l*l, (l+1)**2)
def vec(v): return " ".join(f"{x:+.6f}" for x in v)

def gauss(n, lo, hi):
    x, w = leggauss(n)
    return lo+(hi-lo)*(x+1)/2, w*(hi-lo)/2

def ylm(lmax, v):
    r = np.linalg.norm(v, axis=1)
    ct, s = v[:, 2]/r, (v[:, 0]+1j*v[:, 1])/r
    spow = [np.ones_like(s)]
    for m in range(lmax):
        spow.append(spow[-1]*s)
    Y = np.empty(((lmax+1)**2, len(r)), complex)
    for l in range(lmax+1):
        c = np.zeros(l+1); c[l] = 1.0
        for m in range(l+1):
            nrm = sqrt((2*l+1)/(4*pi)*factorial(l-m)/factorial(l+m))
            y = nrm*(-1)**m*spow[m]*legval(ct, legder(c, m))
            Y[l*l+l+m] = y
            Y[l*l+l-m] = (-1)**m*np.conj(y)
    return Y

def sphere_grid(nt):
    ct, wt = leggauss(nt)
    ph = 2*pi*np.arange(2*nt)/(2*nt)
    st = np.sqrt(1-ct**2)
    d = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)),
                  np.outer(ct, np.ones(2*nt))], -1).reshape(-1, 3)
    return d, np.repeat(wt, 2*nt)*pi/nt

def fd_grad(fun, pts, h=5e-3):
    out = []
    for e in h*np.eye(3):
        out.append((8*(fun(pts+e)-fun(pts-e))-(fun(pts+2*e)-fun(pts-2*e)))/(12*h))
    return np.array(out)

def angular_formula(lmax):
    n = (lmax+1)**2
    pl, mi, nz = np.zeros((n, n)), np.zeros((n, n)), np.zeros((n, n))
    ix = lambda l, m: l*l+l+m
    for l in range(lmax+1):
        for m in range(-l, l+1):
            j = ix(l, m)
            if l < lmax:
                d = (2*l+1)*(2*l+3)
                nz[ix(l+1, m), j] = sqrt(((l+1)**2-m*m)/d)
                pl[ix(l+1, m+1), j] = -sqrt((l+m+1)*(l+m+2)/d)
                mi[ix(l+1, m-1), j] = sqrt((l-m+1)*(l-m+2)/d)
            if l > 0:
                d = (2*l-1)*(2*l+1)
                if abs(m) <= l-1: nz[ix(l-1, m), j] = sqrt((l*l-m*m)/d)
                if abs(m+1) <= l-1: pl[ix(l-1, m+1), j] = sqrt((l-m)*(l-m-1)/d)
                if abs(m-1) <= l-1: mi[ix(l-1, m-1), j] = -sqrt((l+m)*(l+m-1)/d)
    return np.array([(pl+mi)/2, (pl-mi)/2j, nz+0j])
ANG = angular_formula(LMAX)

# ---- symbolic radial identities
r_, l_ = sp.symbols('r l', positive=True)
f_ = sp.Function('f')(r_)
D = lambda L, g: sp.diff(g, r_, 2)+2/r_*sp.diff(g, r_)-L*(L+1)/r_**2*g
up_, dn_ = sp.diff(f_, r_)-l_*f_/r_, sp.diff(f_, r_)+(l_+1)*f_/r_
assert sp.simplify(sp.expand((D(l_+1, r_*f_)-r_*D(l_, f_))/2-up_)) == 0
assert sp.simplify(sp.expand((D(l_-1, r_*f_)-r_*D(l_, f_))/2-dn_)) == 0
w_ = r_*f_
assert sp.simplify(sp.expand(sp.diff(w_, r_)-(l_+1)*w_/r_-r_*up_)) == 0
assert sp.simplify(sp.expand(sp.diff(w_, r_)+l_*w_/r_-r_*dn_)) == 0

# ---- angular factors and gradient formula against quadrature
dirs, wang = sphere_grid(14)
Yd = ylm(LMAX, dirs)
assert np.abs((Yd.conj()*wang)@Yd.T-np.eye(len(Yd))).max() < 1e-11
assert np.abs(Yd[3]+sqrt(3/(8*pi))*(dirs[:, 0]+1j*dirs[:, 1])).max() < 1e-13
err_ang = max(np.abs((Yd.conj()*wang*dirs[:, i])@Yd.T-ANG[i]).max() for i in range(3))
assert err_ang < 1e-11
ftest = lambda r: (1+r)*np.exp(-r*r/3)
r0 = 1.3
f0, f1 = ftest(r0), (1-2*r0*(1+r0)/3)*np.exp(-r0*r0/3)
g = fd_grad(lambda p: ftest(np.linalg.norm(p, axis=1))*ylm(4, p), r0*dirs)
err_grad = 0.0
for i in range(3):
    proj = (Yd[:49].conj()*wang)@g[i].T
    pred = np.zeros_like(proj)
    for l in range(5):
        pred[lm(l+1), lm(l)] = ANG[i][lm(l+1), lm(l)]*(f1-l*f0/r0)
        if l > 0:
            pred[lm(l-1), lm(l)] = ANG[i][lm(l-1), lm(l)]*(f1+(l+1)*f0/r0)
    err_grad = max(err_grad, np.abs(proj-pred).max())
assert err_grad < 1e-7

# ---- step function against direct quadrature over the interstitial
def theta(q):
    x = np.linalg.norm(q, axis=-1)*R
    zero = x < 1e-12
    xs = np.where(zero, 1.0, x)
    shape = np.where(zero, 1/3, jn(1, xs)/xs)
    return zero*1.0-4*pi*R**3/Om*np.exp(1j*(q@tau))*shape
xu, wu = gauss(24, -a0/2, a0/2)
x01, w01 = gauss(24, 0, 1)
U, W = [z.ravel() for z in np.meshgrid(xu, xu, indexing='ij')]
wf = np.outer(wu, wu).ravel()
ipts, iw = [], []
for ax in range(3):
    for sg in (1, -1):
        P = np.zeros((len(U), 3))
        P[:, ax], P[:, (ax+1) % 3], P[:, (ax+2) % 3] = sg*a0/2, U, W
        s0 = R/np.linalg.norm(P, axis=1)
        s = s0[:, None]+(1-s0[:, None])*x01
        ipts.append((tau+s[..., None]*P[:, None, :]).reshape(-1, 3))
        iw.append((wf[:, None]*(1-s0[:, None])*w01*s*s*a0/2).ravel())
ipts, iw = np.concatenate(ipts), np.concatenate(iw)
err_th = 0.0
for n in [(0, 0, 0), (1, 0, 0), (-2, 0, 1), (1, -2, 3)]:
    q = b*np.array(n, float)
    err_th = max(err_th, abs(iw@np.exp(1j*(ipts@q))/Om-theta(q)))
assert err_th < 1e-9
qpair = b*np.array([-2.0, 0, 1])
assert abs(theta(qpair)-theta(-qpair)) > 1e-3

# ---- radial functions (power series in (r/R)^2) and sphere operators
rq, wq = gauss(60, 0, R)
Vq = -V0*(1-rq**2/R**2)**3
vpoly = -V0*np.array([1.0, -3.0, 3.0, -1.0])
def series(l, E):
    c, cd = np.zeros(NT), np.zeros(NT)
    c[0] = 1.0
    for n in range(NT-1):
        fac = 2*R*R/((2*n+2)*(2*n+2*l+3))
        js = range(min(3, n)+1)
        c[n+1] = fac*(sum(vpoly[j]*c[n-j] for j in js)-E*c[n])
        cd[n+1] = fac*(sum(vpoly[j]*cd[n-j] for j in js)-E*cd[n]-c[n])
    return c, cd
def radial(coef, r, deriv=False):
    x = r/R
    vm = np.vander(x*x, NT, increasing=True).T
    ls = np.arange(LMAX+1)
    xl = x[None, :]**ls[:, None]
    u = (coef.reshape(-1, NT)@vm).reshape(LMAX+1, 3, -1)*xl[:, None, :]
    if not deriv:
        return u
    cc = coef*(ls[:, None, None]+2*np.arange(NT))
    return u, (cc.reshape(-1, NT)@vm).reshape(LMAX+1, 3, -1)*xl[:, None, :]/r
def setup(E1, E2):
    coef = np.zeros((LMAX+1, 3, NT))
    for l in range(LMAX+1):
        coef[l, 0], coef[l, 1] = series(l, E1)
        coef[l, 2] = series(l, E2)[0]
    u = radial(coef, rq)
    w2 = wq*rq**2
    for l in range(LMAX+1):
        n0, n2 = w2@u[l, 0]**2, w2@u[l, 2]**2
        coef[l, 1] = (coef[l, 1]-coef[l, 0]*(w2@(u[l, 0]*u[l, 1]))/n0)/sqrt(n0)
        coef[l, 0] /= sqrt(n0)
        coef[l, 2] /= sqrt(n2)
    u, du = radial(coef, rq, True)
    uR, duR = [z[..., 0] for z in radial(coef, np.array([R]), True)]
    S, H, P = np.zeros((NS, NS)), np.zeros((NS, NS)), np.zeros((3, NS, NS), complex)
    O, Jup, Jdn = {}, {}, {}
    for l in range(LMAX+1):
        O[l] = (u[l]*w2)@u[l].T
        h = 0.5*(du[l]*w2)@du[l].T+(u[l]*w2*(0.5*l*(l+1)/rq**2+Vq))@u[l].T
        S[blk(l), blk(l)] = np.kron(np.eye(2*l+1), O[l])
        H[blk(l), blk(l)] = np.kron(np.eye(2*l+1), h)
        if l < LMAX:
            Jup[l] = (u[l+1]*w2)@(du[l]-l*u[l]/rq).T
        if l > 0:
            Jdn[l] = (u[l-1]*w2)@(du[l]+(l+1)*u[l]/rq).T
        for i in range(3):
            if l < LMAX: P[i][blk(l+1), blk(l)] = -1j*np.kron(ANG[i][lm(l+1), lm(l)], Jup[l])
            if l > 0: P[i][blk(l-1), blk(l)] = -1j*np.kron(ANG[i][lm(l-1), lm(l)], Jdn[l])
    return dict(coef=coef, u=u, uR=uR, duR=duR, S=S, H=H, P=P, O=O, Jup=Jup, Jdn=Jdn)

def lattice(kmax):
    m = int(kmax/b)+2
    t = np.arange(-m, m+1)
    n = np.stack(np.meshgrid(t, t, t, indexing='ij'), -1).reshape(-1, 3)
    return n[np.linalg.norm(kvec+b*n, axis=1) <= kmax]
nl = lattice(RKMAX/R)
NG, NLO = len(nl), (LLO+1)**2
TH = theta(b*(nl[None, :, :]-nl[:, None, :]).astype(float))   # row G', column G
def rayleigh(K):
    Y = ylm(LMAX, K).conj()*4*pi*np.exp(1j*(K@tau))/sqrt(Om)
    return [1j**l*Y[lm(l)] for l in range(LMAX+1)]
def coefficients(rad, k, apw=False):
    K = k+b*nl
    Kn = np.linalg.norm(K, axis=1)
    pref = rayleigh(K)
    C = np.zeros((NS, NG+NLO), complex)
    for l in range(LMAX+1):
        M = np.array([rad['uR'][l, :2], rad['duR'][l, :2]])
        ab = np.linalg.solve(M, np.array([jn(l, Kn*R), Kn*jn(l, Kn*R, derivative=True)]))
        if apw:
            ab = np.array([jn(l, Kn*R)/rad['uR'][l, 0], 0*Kn])
        B = np.zeros((2*l+1, 3, NG+NLO), complex)
        B[:, 0, :NG], B[:, 1, :NG] = pref[l]*ab[0], pref[l]*ab[1]
        if l <= LLO:
            lo = np.append(np.linalg.solve(M, -np.array([rad['uR'][l, 2], rad['duR'][l, 2]])), 1.0)
            lo /= sqrt(lo@rad['O'][l]@lo)
            for j in range(2*l+1):
                B[j, :, NG+l*l+j] = lo
        C[blk(l)] = B.reshape(-1, NG+NLO)
    return C, K
def solve(rad, k):
    C, K = coefficients(rad, k)
    S, H = C.conj().T@rad['S']@C, C.conj().T@rad['H']@C
    S[:NG, :NG] += TH
    H[:NG, :NG] += 0.5*(K@K.T)*TH
    e, c = eigh(H, S, subset_by_index=[0, 2])
    return e, c, C, K
Eg = (-0.3, 0.4)
E1, E2 = solve(setup(*Eg), kvec)[0][:2]
rad = setup(E1, E2)
eps, cb, C, K = solve(rad, kvec)
PI = np.array([TH*K[None, :, i] for i in range(3)])

err_parts = max(np.abs(rad['Jup'][l]+rad['Jdn'][l+1].T
                       - R*R*np.outer(rad['uR'][l+1], rad['uR'][l])).max() for l in range(LMAX))
assert err_parts < 1e-10

idx = lambda n: int(np.where((nl == np.array(n)).all(1))[0][0])
i0, iA, iB, iD = idx((0, 0, 0)), idx((-1, 0, 0)), idx((0, 1, -1)), idx((-2, 1, 0))

# ---- empty-sphere limit: Bessel radial functions must restore K delta
pref, Kn = rayleigh(K), np.linalg.norm(K, axis=1)
err_empty = 0.0
for i1 in (i0, iA, iB):
    for i2 in (i0, iA, iB):
        tot = PI[:, i1, i2].copy()
        for l in range(LMAX+1):
            j, dj = jn(l, Kn[i2]*rq), Kn[i2]*jn(l, Kn[i2]*rq, derivative=True)
            for L, op in ((l+1, dj-l*j/rq), (l-1, dj+(l+1)*j/rq)):
                if 0 <= L <= LMAX:
                    J = (wq*rq**2)@(jn(L, Kn[i1]*rq)*op)
                    tot += -1j*J*np.array([pref[L][:, i1].conj()@ANG[i][lm(L), lm(l)]@pref[l][:, i2]
                                           for i in range(3)])
        err_empty = max(err_empty, np.abs(tot-K[i2]*(i1 == i2)).max())
assert err_empty < 1e-7

# ---- sphere term against 3D quadrature with finite-difference gradients
def evaluate(Cs, pts):
    u, Y = radial(rad['coef'], np.linalg.norm(pts, axis=1)), ylm(LMAX, pts)
    out = np.zeros((Cs.shape[1], len(pts)), complex)
    for l in range(LMAX+1):
        B = Cs[blk(l)].reshape(2*l+1, 3, -1)
        for nu in range(3):
            out += (B[:, nu, :].T@Y[lm(l)])*u[l, nu]
    return out
Cs = np.hstack([C[:, [i0, iB, iD, NG, NG+3, NG+6]], C@cb[:, :2]])
r3, w3 = gauss(30, 0, R)
pts = (r3[:, None, None]*dirs[None]).reshape(-1, 3)
wp = np.outer(w3*r3**2, wang).ravel()
val, gr = evaluate(Cs, pts), fd_grad(lambda p: evaluate(Cs, p), pts)
err_sph = max(np.abs(-1j*(val.conj()*wp)@gr[i].T-Cs.conj().T@rad['P'][i]@Cs).max() for i in range(3))
assert err_sph < 1e-6

# ---- Hermiticity defect against the surface integral
def pair_matrix(Cc):
    ii = [iB, iD]
    return np.array([Cc.conj().T@rad['P'][i]@Cc+PI[i][np.ix_(ii, ii)] for i in range(3)])
sd, sw = sphere_grid(26)
outv = np.exp(1j*K[[iB, iD]]@(tau+R*sd).T)/sqrt(Om)
defect = {}
for L in (2, 4, 6, 8, 12):
    Cc = C[:, [iB, iD]].copy(); Cc[3*(L+1)**2:] = 0
    Pm, inv = pair_matrix(Cc), evaluate(Cc, R*sd)
    dv = Pm[:, 0, 1]-Pm[:, 1, 0].conj()
    surf = -1j*R*R*((inv[0].conj()*inv[1]-outv[0].conj()*outv[1])*sw)@sd
    assert np.abs(dv-surf).max() < 1e-10
    defect[L] = np.linalg.norm(dv)
assert defect[4] > defect[6] > defect[8] > defect[12] and defect[12] < 1e-8
d_int = np.linalg.norm(PI[:, iB, iD]-PI[:, iD, iB].conj())
assert d_int > 1e-2
Capw = coefficients(rad, kvec, apw=True)[0][:, [iB, iD]]
Pa, Pl = pair_matrix(Capw), pair_matrix(C[:, [iB, iD]])
d_apw = np.linalg.norm(Pa[:, 0, 1]-Pa[:, 1, 0].conj())
kink = jn(0, Kn[iB]*R)*rad['duR'][0, 0]/rad['uR'][0, 0]-Kn[iB]*jn(0, Kn[iB]*R, derivative=True)
assert d_apw < 1e-8 and abs(kink) > 1e-2 and np.linalg.norm(Pa[:, 0, 1]-Pl[:, 0, 1]) > 1e-3

# ---- band elements, band slopes, plane-wave reference
def band(n1, n2):
    A1, A2 = C@cb[:, n1], C@cb[:, n2]
    inter = np.array([cb[:NG, n1].conj()@PI[i]@cb[:NG, n2] for i in range(3)])
    ch = {(L, l): np.array([A1[blk(L)].conj()@rad['P'][i][blk(L), blk(l)]@A2[blk(l)] for i in range(3)])
          for l in range(LMAX+1) for L in (l-1, l+1) if 0 <= L <= LMAX}
    return inter, ch, inter+sum(ch.values())
t12 = band(0, 1)[2]
cb[:, 1] *= abs(t12[0])/t12[0]
in11, ch11, p11 = band(0, 0)
in12, ch12, p12 = band(0, 1)
herm = np.abs(p12-band(1, 0)[2].conj()).max()
assert herm < 1e-4 and np.abs(p11.imag).max() < 1e-4 and np.abs(p12.imag).max() < 1e-6
dk = 1e-3
slope = np.array([(solve(rad, kvec+e)[0][0]-solve(rad, kvec-e)[0][0])/(2*dk) for e in dk*np.eye(3)])
assert np.abs(slope-p11.real).max() < 1e-3
npw = lattice(KPW)       # sphere moved to the origin: changes only the phases of the states
n2 = ((npw[:, None, :]-npw[None, :, :])**2).sum(-1)
qs = b*np.sqrt(np.arange(n2.max()+1))
Vtab = 4*pi/Om*(jn(0, np.outer(qs, rq))@(wq*rq**2*Vq))
Kp = kvec+b*npw
ep, cp = eigh(Vtab[n2]+np.diag(0.5*(Kp**2).sum(1)), subset_by_index=[0, 1])
p11pw, p12pw = (cp[:, 0]**2)@Kp, (cp[:, 0]*cp[:, 1])@Kp
p12pw = p12pw*np.sign(p12pw[0])
assert np.abs(ep-eps[:2]).max() < 2e-4
assert np.abs(p11pw-p11.real).max() < 1e-3 and np.abs(p12pw-p12.real).max() < 1e-3

eV = pc['Hartree energy in eV'][0]
vau = pc['atomic unit of velocity'][0]*100
pau = pc['atomic unit of momentum'][0]*1e5
cx = lambda z: f"{z.real:+.6f}{z.imag:+.6f}i"
wrong = (wq*rq*rad['u'][1, 0])@(rad['u'][0, 0]+rq*radial(rad['coef'], rq, True)[1][0, 0])
print(f"a = {a0} bohr, R = {R} bohr, V0 = {V0} Ha, Omega = {Om:.1f} bohr^3, tau = {tau} bohr")
print(f"k = {kfrac} 2pi/a = {vec(kvec)} 1/bohr")
print(f"RKmax = {RKMAX}, lmax = {LMAX}, LO l<={LLO}: {NG} LAPW + {NLO} LO")
print(f"plane-wave reference: Kmax = {KPW} 1/bohr, {len(npw)} functions")
print(f"first-pass energies {Eg} Ha -> E1 = {E1:.6f} Ha, E2 = {E2:.6f} Ha")
print(f"errors: angular {err_ang:.1e}, gradient {err_grad:.1e} 1/bohr, Theta {err_th:.1e}")
print(f"errors: by parts {err_parts:.1e}, empty sphere {err_empty:.1e}, 3D sphere {err_sph:.1e} (1/bohr)")
print(f"Theta(0) = {theta(np.zeros(3)).real:.6f}")
print("u_l(R;E1), l=0,1,2 [bohr^-3/2]:", vec(rad['uR'][:3, 0]))
for l in (0, 1):
    print(f"Jup(u{l+1},u{l}) = {rad['Jup'][l][0, 0]:+.6f}, Jdown(u{l},u{l+1}) = {rad['Jdn'][l+1][0, 0]:+.6f}, "
          f"R^2 u u = {R*R*rad['uR'][l, 0]*rad['uR'][l+1, 0]:+.6f} 1/bohr")
print(f"Jup(u1,u0) if d/dr - l/r is wrongly applied to w = r u: {wrong:+.6f} 1/bohr")
print(f"pair G' = {nl[iB]}, G = {nl[iD]} (2pi/a): K'R = {Kn[iB]*R:.4f}, KR = {Kn[iD]*R:.4f}")
print(f"K = {vec(K[iD])}, K' = {vec(K[iB])} 1/bohr")
print(f"|G-G'|R = {np.linalg.norm(qpair)*R:.4f}, Theta(G-G') = {cx(TH[iB, iD])}")
print(f"<G'|px|G>: interstitial {cx(PI[0, iB, iD])}, sphere {cx(Pl[0, 0, 1]-PI[0, iB, iD])} hbar/bohr")
print(f"<G'|px|G> total {cx(Pl[0, 0, 1])} hbar/bohr")
print(f"<G|px|G'>*: interstitial {cx(PI[0, iD, iB].conj())}, total {cx(Pl[0, 1, 0].conj())} hbar/bohr")
print(f"|P-P^dagger| interstitial alone = {d_int:.6f} hbar/bohr")
for L in defect:
    print(f"|P-P^dagger| total, lmax = {L}: {defect[L]:.2e} hbar/bohr")
print(f"APW: l=0 slope jump {kink:+.4f} 1/bohr, defect {d_apw:.2e}, px {cx(Pa[0, 0, 1])} hbar/bohr")
print(f"bands LAPW+LO: {vec(eps)} Ha; plane waves: {vec(ep)} Ha")
low = [(0, 1), (1, 0), (1, 2), (2, 1)]
for name, inter, ch, tot, ref in (("p11", in11, ch11, p11, p11pw), ("p12", in12, ch12, p12, p12pw)):
    print(f"{name} (x y z, real parts) [hbar/bohr]")
    print("  interstitial :", vec(inter.real))
    for key in low:
        print(f"  l'={key[0]} <- l={key[1]}  :", vec(ch[key].real))
    print("  higher l     :", vec(sum(v for q_, v in ch.items() if q_ not in low).real))
    print("  sphere sum   :", vec((tot-inter).real))
    print("  total        :", vec(tot.real))
    print("  plane waves  :", vec(ref))
print("d eps1/dk by finite differences [Ha bohr]:", vec(slope))
print(f"|p12 - p21*| max = {herm:.1e} hbar/bohr")
gap = eps[1]-eps[0]
print(f"eps2 - eps1 = {gap:.6f} Ha = {gap*eV:.4f} eV")
print(f"|v1| = {np.linalg.norm(p11.real):.6f} a.u. = {np.linalg.norm(p11.real)*vau:.4e} cm/s")
print(f"|p12x| = {abs(p12[0]):.6f} hbar/bohr = {abs(p12[0])*pau:.4e} g cm/s")
print(f"oscillator strength 2|p12x|^2/(m dE) = {2*abs(p12[0])**2/gap:.5f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
a = 6.0 bohr, R = 2.5 bohr, V0 = 2.0 Ha, Omega = 216.0 bohr^3, tau = [0.5 1.  1.5] bohr
k = [0.3  0.15 0.05] 2pi/a = +0.314159 +0.157080 +0.052360 1/bohr
RKmax = 9.0, lmax = 12, LO l<=3: 174 LAPW + 16 LO
plane-wave reference: Kmax = 6.5 1/bohr, 1009 functions
first-pass energies (-0.3, 0.4) Ha -> E1 = -0.332846 Ha, E2 = 0.129304 Ha
errors: angular 2.4e-15, gradient 8.3e-09 1/bohr, Theta 6.6e-15
errors: by parts 6.5e-13, empty sphere 1.3e-12, 3D sphere 2.9e-10 (1/bohr)
Theta(0) = 0.696991
u_l(R;E1), l=0,1,2 [bohr^-3/2]: +0.148424 +0.563897 +0.688710
Jup(u1,u0) = -0.802674, Jdown(u0,u1) = +1.325773, R^2 u u = +0.523099 1/bohr
Jup(u2,u1) = -0.002161, Jdown(u1,u2) = +2.429424, R^2 u u = +2.427263 1/bohr
Jup(u1,u0) if d/dr - l/r is wrongly applied to w = r u: -0.314457 1/bohr
pair G' = [ 0  1 -1], G = [-2  1  0] (2pi/a): K'R = 3.9833, KR = 5.3749
K = -1.780236 +1.204277 +0.052360, K' = +0.314159 +1.204277 -0.994838 1/bohr
|G-G'|R = 5.8540, Theta(G-G') = +0.022522+0.013003i
<G'|px|G>: interstitial -0.040094-0.023148i, sphere +0.022273+0.012859i hbar/bohr
<G'|px|G> total -0.017821-0.010289i hbar/bohr
<G|px|G'>*: interstitial +0.007075+0.004085i, total -0.017821-0.010289i hbar/bohr
|P-P^dagger| interstitial alone = 0.060895 hbar/bohr
|P-P^dagger| total, lmax = 2: 5.37e-02 hbar/bohr
|P-P^dagger| total, lmax = 4: 4.84e-03 hbar/bohr
|P-P^dagger| total, lmax = 6: 4.41e-04 hbar/bohr
|P-P^dagger| total, lmax = 8: 5.07e-06 hbar/bohr
|P-P^dagger| total, lmax = 12: 1.71e-11 hbar/bohr
APW: l=0 slope jump +0.3881 1/bohr, defect 1.71e-11, px -0.029643-0.017115i hbar/bohr
bands LAPW+LO: -0.332846 +0.129301 +0.292584 Ha; plane waves: -0.332846 +0.129301 Ha
p11 (x y z, real parts) [hbar/bohr]
  interstitial : +0.023234 +0.015476 +0.005474
  l'=0 <- l=1  : +0.020475 +0.015369 +0.005637
  l'=1 <- l=0  : +0.012393 +0.009303 +0.003412
  l'=1 <- l=2  : +0.000566 -0.000048 -0.000076
  l'=2 <- l=1  : +0.000000 -0.000000 -0.000000
  higher l     : -0.000130 +0.000038 +0.000032
  sphere sum   : +0.033304 +0.024662 +0.009006
  total        : +0.056537 +0.040138 +0.014479
  plane waves  : +0.056537 +0.040137 +0.014479
p12 (x y z, real parts) [hbar/bohr]
  interstitial : +0.059540 +0.019981 +0.006357
  l'=0 <- l=1  : +0.306116 +0.079004 +0.023182
  l'=1 <- l=0  : -0.006153 -0.004619 -0.001694
  l'=1 <- l=2  : +0.000187 +0.001711 +0.000722
  l'=2 <- l=1  : +0.001710 +0.000057 -0.000021
  higher l     : +0.000522 -0.000071 -0.000061
  sphere sum   : +0.302382 +0.076082 +0.022129
  total        : +0.361922 +0.096063 +0.028486
  plane waves  : +0.361916 +0.096061 +0.028485
d eps1/dk by finite differences [Ha bohr]: +0.056537 +0.040137 +0.014479
|p12 - p21*| max = 3.8e-11 hbar/bohr
eps2 - eps1 = 0.462147 Ha = 12.5757 eV
|v1| = 0.070832 a.u. = 1.5496e+07 cm/s
|p12x| = 0.361922 hbar/bohr = 7.2126e-20 g cm/s
oscillator strength 2|p12x|^2/(m dE) = 0.56687
ALL CHECKS PASSED
```
